# Near-Midgap Trap Emitting to Both Bands: Transient Rate and Amplitude, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The occupancy of the trap

### 1. Equal rates

Take a large number of identical traps in a region without free carriers. Each trap holds one electron or none. A full trap loses its electron to the conduction band with probability \(e\) per unit time. An empty trap gains an electron from the valence band with the same probability \(e\) per unit time. All traps are full at \(t=0\).

The two states are treated alike, so in the end half of the traps are full. To see how fast this happens, let \(f\) be the filled fraction. Losses reduce it at the rate \(ef\), and gains raise it at the rate \(e(1-f)\):

\[
\frac{df}{dt}=-ef+e(1-f)=e-2ef=-2e\left(f-\tfrac12\right).
\]

The distance from one half, \(f-\tfrac12\), therefore decays at the rate \(2e\). It starts at \(\tfrac12\), so

\[
f(t)=\tfrac12+\tfrac12e^{-2et}.
\]

Compare this with a trap that can only lose its electron, for which \(f=e^{-et}\). The second band has doubled the rate and halved the amplitude. The initial slope is the same in both cases, \(-e\), because at the start there is no empty trap for the valence band to fill.

### 2. Two different rates

Now let the rates differ. The electron emission rate \(e_n\) is the probability per unit time that a full trap sends its electron to the conduction band. The hole emission rate \(e_p\) is the probability per unit time that an empty trap takes an electron from the valence band. The second process leaves a hole in the valence band, which is why it is called emission of a hole. Both rates are positive numbers in \(\mathrm{s^{-1}}\).

Let \(N_T\) be the trap density and \(n_T(t)\) the density of full traps. The density of empty traps is \(N_T-n_T\). The temperature is constant, the rates do not depend on time or position, and capture of free carriers is neglected. Counting losses and gains gives

\[
\frac{dn_T}{dt}=-e_nn_T+e_p(N_T-n_T)
=e_pN_T-(e_n+e_p)n_T .
\]

Define the summed rate \(s=e_n+e_p\). In the steady state the derivative vanishes, hence

\[
n_T(\infty)=N_T\frac{e_p}{s}.
\]

Measure the occupancy from this value by writing \(y=n_T-n_T(\infty)\). The steady value is constant, so \(dy/dt=dn_T/dt\). Substitution of \(n_T=n_T(\infty)+y\) gives

\[
\frac{dy}{dt}=e_pN_T-s\left(N_T\frac{e_p}{s}+y\right)=-sy .
\]

The constant terms cancel. Dividing by \(y\) and integrating from \(0\) to \(t\) gives \(\ln[y(t)/y(0)]=-st\), or \(y(t)=y(0)e^{-st}\). For any initial occupancy, then,

\[
n_T(t)=n_T(\infty)+\left[n_T(0)-n_T(\infty)\right]e^{-st}.
\]

The traps are initially full, so \(n_T(0)=N_T\) and

\[
y(0)=N_T-N_T\frac{e_p}{e_n+e_p}=N_T\frac{e_n}{e_n+e_p}.
\]

With the electron-emission fraction

\[
\varphi=\frac{e_n}{e_n+e_p},\qquad 1-\varphi=\frac{e_p}{e_n+e_p},
\]

the result is

\[
n_T(t)=N_T\left[(1-\varphi)+\varphi e^{-(e_n+e_p)t}\right].
\]

The transient rate is the sum of the emission rates. The amplitude is the trap density multiplied by \(\varphi\).

The rates add because a surplus of full traps is removed in two ways. If \(n_T\) exceeds its steady value by \(y\), electron emission is larger than in the steady state by \(e_ny\). There are also fewer empty traps, by the same \(y\), so hole emission is smaller by \(e_py\). Both changes reduce the surplus.

### 3. Limits

For equal rates, \(\varphi=\tfrac12\) and \(s=2e\), as in the first section.

For \(e_p\to0\), the fraction tends to one and \(n_T\to N_Te^{-e_nt}\). This is the one-band transient.

For \(e_p\gg e_n\), the rate tends to \(e_p\), while the amplitude tends to the small value \(N_Te_n/e_p\). A trap that loses its electron is quickly refilled from the valence band. The traps remain nearly full, and little is seen of them in a transient that begins with full traps.

The initial slope joins these cases. Differentiating the solution at \(t=0\) gives

\[
\left.\frac{dn_T}{dt}\right|_{0}=-N_T\varphi s=-N_Te_n .
\]

It does not contain \(e_p\): amplitude and rate change in opposite directions, and their product is fixed by electron emission.

If the traps are initially empty, \(n_T(0)=0\) and the general solution becomes

\[
n_T(t)=N_T(1-\varphi)\left(1-e^{-st}\right).
\]

The rate is the same, the direction is reversed, and the amplitude is \(N_T(1-\varphi)\). The magnitudes of the two amplitudes add up to \(N_T\).

### 4. What the fraction does not mean

It is tempting to read \(\varphi\) as the share of traps that emit an electron. The history of a single trap shows that this is wrong. Let \(P(t)\) be the probability that a trap, full at \(t=0\), has not yet emitted. Such a trap is still full, so it leaves this group at the rate \(e_n\):

\[
\frac{dP}{dt}=-e_nP,\qquad P(0)=1,\qquad P(t)=e^{-e_nt}.
\]

This tends to zero. Given enough time, practically every trap emits an electron, and many of them are refilled and emit again. The reduced amplitude comes from refilling.

The mean number \(M(t)\) of electrons emitted per trap grows at the rate \(e_n\) times the filled fraction. Integration from zero gives

\[
M(t)=e_n\int_0^t\left[(1-\varphi)+\varphi e^{-st'}\right]dt'
=e_n\left[(1-\varphi)t+\varphi\frac{1-e^{-st}}{s}\right].
\]

The first term grows without end. In the steady state each trap emits electrons at the mean rate

\[
e_n(1-\varphi)=\frac{e_ne_p}{e_n+e_p},
\]

and it emits holes at the mean rate \(e_p\varphi\), which is the same expression. The occupancy is constant, but the trap keeps generating electron–hole pairs. An occupancy transient that has ended does not mean that emission has ended.

### 5. Where the rates come from

The emission rates follow from thermal equilibrium. There, each process is balanced by its own reverse, so the exchange with each band balances separately. Let \(n\) and \(p\) be the free electron and hole densities, and let \(c_n\) and \(c_p\) be the capture coefficients. An empty trap captures electrons at the rate \(c_nn\), and a full trap captures holes at the rate \(c_pp\). Thus

\[
c_nn(1-f)=e_nf,\qquad c_ppf=e_p(1-f).
\]

For a trap level \(E_T\) and a Fermi level \(E_F\), the ratio of full to empty traps is

\[
\frac{f}{1-f}=\exp\left(\frac{E_F-E_T}{kT}\right).
\]

Here \(k\) is Boltzmann's constant and \(T\) the temperature. A ratio of state degeneracies may multiply the right side. It is set to one here; otherwise it can be absorbed in effective cross sections for emission.

The electron density requires a count of band states. For an isotropic mass \(m_n\), the number of states per volume between wave numbers \(\kappa\) and \(\kappa+d\kappa\), with two spins, is

\[
2\,\frac{4\pi\kappa^2d\kappa}{(2\pi)^3}=\frac{\kappa^2d\kappa}{\pi^2}.
\]

With the energy above the band edge \(E=\hbar^2\kappa^2/2m_n\), one has \(\kappa=(2m_nE)^{1/2}/\hbar\), and the count becomes

\[
\frac{1}{2\pi^2}\left(\frac{2m_n}{\hbar^2}\right)^{3/2}\sqrt E\,dE .
\]

When the Fermi level lies several \(kT\) below the band edge \(E_c\), the occupation of these states is \(\exp[-(E_c+E-E_F)/kT]\). Since \(\int_0^\infty\sqrt u\,e^{-u}du=\sqrt\pi/2\),

\[
n=N_ce^{-(E_c-E_F)/kT},\qquad
N_c=2\left(\frac{2\pi m_nkT}{h^2}\right)^{3/2}.
\]

The same count for holes gives \(p=N_ve^{-(E_F-E_v)/kT}\), with the hole mass \(m_p\) in \(N_v\).

In a time \(dt\), a carrier of speed \(v\) sweeps the volume \(\sigma v\,dt\), where \(\sigma\) is the capture cross section. Hence \(c_n=\sigma_nv_n\) and \(c_p=\sigma_pv_p\). The speed is taken as the root-mean-square value, \(v=\sqrt{3kT/m}\), from \(mv^2/2=3kT/2\).

Solving the electron balance for \(e_n\) gives

\[
e_n=c_nn\frac{1-f}{f}
=\sigma_nv_nN_c\,e^{-(E_c-E_F)/kT}e^{-(E_F-E_T)/kT}.
\]

The Fermi level cancels. Treating the holes in the same way gives

\[
e_n=\sigma_nv_nN_c\,e^{-(E_c-E_T)/kT},\qquad
e_p=\sigma_pv_pN_v\,e^{-(E_T-E_v)/kT}.
\]

These expressions are used in the depleted region too, on the assumption that its field and its lack of carriers do not change the emission process.

As a test, the Fermi level was put \(0.20\ \mathrm{eV}\) above the trap of the example below, and the carrier densities were found by numerical integration with the Fermi function. Both balances held to a relative accuracy of \(10^{-4}\).

The ratio of the rates shows why midgap is special. With \(\Delta=E_T-(E_c+E_v)/2\),

\[
\frac{e_n}{e_p}=\frac{\sigma_nv_nN_c}{\sigma_pv_pN_v}\,e^{2\Delta/kT}.
\]

The factor two arises because raising the level shortens one path and lengthens the other.

### 6. Numbers for one trap

The example is a near-midgap acceptor in silicon at \(300\ \mathrm K\), where \(kT=0.02585\ \mathrm{eV}\). The energies are rough round values in the regime of the gold acceptor: a gap of \(1.12\ \mathrm{eV}\), an electron depth \(E_c-E_T=0.55\ \mathrm{eV}\) and a hole depth of \(0.57\ \mathrm{eV}\). The cross sections are set equal for simplicity, \(\sigma_n=\sigma_p=10^{-15}\ \mathrm{cm^2}\). The masses are \(1.08\) and \(0.81\) free-electron masses for electrons and holes. They give \(N_c=2.816\times10^{19}\) and \(N_v=1.829\times10^{19}\ \mathrm{cm^{-3}}\), with thermal speeds of \(1.124\times10^7\) and \(1.298\times10^7\ \mathrm{cm/s}\). Thus

\[
e_n=(10^{-15})(1.124\times10^7)(2.816\times10^{19})e^{-0.55/0.02585}
\approx182\ \mathrm{s^{-1}},
\]

\[
e_p=(10^{-15})(1.298\times10^7)(1.829\times10^{19})e^{-0.57/0.02585}
\approx63\ \mathrm{s^{-1}}.
\]

The sum is \(s=245\ \mathrm{s^{-1}}\), a time constant of \(4.08\ \mathrm{ms}\), and \(\varphi=182.3/245.4=0.743\). The filled fraction falls from \(1\) to \(0.257\).

The level is \(0.01\ \mathrm{eV}\) above midgap. If it were \(0.10\ \mathrm{eV}\) above, with the gap, temperature and cross sections held fixed, \(e_n/e_p\) would be about \(3\times10^3\), and the one-band formula would suffice.

A simulation of \(200{,}000\) separate traps with random waiting times tests the solution without using the rate equation. After one time constant, \(0.5309\) of them were full; the formula gives \(0.5304\), and the statistical error is about \(0.001\). After six time constants, the share that had never emitted an electron was \(0.0118\), against \(e^{-6\varphi}=0.0116\). By then the mean number of electrons emitted per trap was \(1.695\), and the formula for \(M\) gives \(1.697\). The example thus shows both a reduced amplitude and more than one emission per trap.

## Part II. The capacitance signal and its limits

Part I considered traps of density \(N_T\), of which \(n_T\) are full. They emit electrons at the rate \(e_n\) and holes at the rate \(e_p\). With \(s=e_n+e_p\) and \(\varphi=e_n/s\), initially full traps obey

\[
n_T(t)=N_T[(1-\varphi)+\varphi e^{-st}].
\]

The silicon example at \(300\ \mathrm K\) has \(e_n=182.3\), \(e_p=63.1\) and \(s=245.4\ \mathrm{s^{-1}}\), with \(\varphi=0.743\). The electron capture coefficient is \(c_n=\sigma_nv_n\), where \(\sigma_n=10^{-15}\ \mathrm{cm^2}\) and \(v_n=1.124\times10^7\ \mathrm{cm/s}\).

### 7. A uniform depletion layer

Consider the n-type side of a one-sided junction, with donor density \(N_D\), permittivity \(\varepsilon\) and area \(A\). The junction is at \(x=0\) and the depletion edge at \(x=W\). The trap is an acceptor, negative when full and neutral when empty. With \(q>0\) the elementary charge, the charge density is \(\rho=q(N_D-n_T)\).

The field vanishes at the edge. Gauss's law gives its magnitude at \(x\), and a second integration gives the total band bending \(V\), in volts:

\[
F(x)=\frac1\varepsilon\int_x^W\rho(x')dx',\qquad
V=\int_0^WF\,dx=\frac1\varepsilon\int_0^Wx'\rho(x')dx'.
\]

In the last step the order of integration was exchanged: the charge at \(x'\) contributes to the field at all \(x<x'\), a length \(x'\). For uniform charge, \(V=\rho W^2/2\varepsilon\).

A small, fast voltage change \(dV\) moves the edge by \(dW\), while the trap charge stays fixed. The added charge is \(dQ=A\rho(W)dW\), and the voltage change is \(dV=W\rho(W)dW/\varepsilon\). Their ratio is

\[
C=\frac{dQ}{dV}=\frac{\varepsilon A}{W}
=A\sqrt{\frac{q\varepsilon(N_D-n_T)}{2V}} .
\]

The last form uses \(W=\sqrt{2\varepsilon V/\rho}\). The probe must be too fast for the traps to follow, and \(V\) is held constant during the transient.

Let \(C_e\) be the capacitance with all traps empty. For \(n_T\ll N_D\), \(\sqrt{1-r}\approx1-r/2\) gives

\[
C(t)\approx C_e\left[1-\frac{n_T(t)}{2N_D}\right],
\]

\[
C(\infty)-C(t)\approx C_e\frac{n_T(t)-n_T(\infty)}{2N_D}
=C_e\frac{\varphi N_T}{2N_D}e^{-st}.
\]

The capacitance rises as negative charge leaves. Its relative step, to first order in \(N_T/N_D\), is

\[
\frac{\Delta C}{C}=\frac{\varphi N_T}{2N_D}.
\]

For \(e_p\to0\) it becomes the one-band value \(N_T/2N_D\). A donor-type trap has the charge density \(q(N_D+N_T-n_T)\). The fixed term differs, but the dependence on \(n_T\) is the same, and so is the step to first order.

### 8. The diode

Take \(N_D=10^{14}\ \mathrm{cm^{-3}}\), \(N_T=10^{12}\ \mathrm{cm^{-3}}\), \(A=1\ \mathrm{mm^2}\), \(V=6\ \mathrm V\) and a relative permittivity of \(11.7\). The width without trap charge is \(\sqrt{2\varepsilon V/qN_D}=8809\ \mathrm{nm}\). The first-order step is

\[
\frac{\Delta C}{C}=\frac{0.7429\times10^{12}}{2\times10^{14}}=0.003715 .
\]

Numerical integration of Poisson's equation gives \(0.003731\), relative to the final capacitance. The capacitance rises from \(11.70\) to \(11.75\ \mathrm{pF}\), a step of \(43.8\ \mathrm{fF}\).

The small difference between the two relative steps comes from the expansion. The square-root formula gives

\[
1-\sqrt{\frac{N_D-N_T}{N_D-n_T(\infty)}}
=1-\sqrt{\frac{0.990000}{0.997429}}=0.003731 .
\]

The curvature of the square root also affects the time dependence. The next term of \(\sqrt{1-r}\) is \(-r^2/8\), which adds to \(C(\infty)-C(t)\) a small positive part proportional to \(e^{-2st}\). The early decay is therefore slightly too fast. A straight-line fit to the logarithm of \(C(\infty)-C(t)\) over three time constants gives \(245.5\ \mathrm{s^{-1}}\), against \(s=245.4\ \mathrm{s^{-1}}\).

For a uniform depletion layer, emission to both bands gives a capacitance transient with the summed rate \(s\) and, to first order, the relative step \(\varphi N_T/2N_D\). It remains to infer the trap density and the two emission rates from a measured signal, and to see how the depletion edge, incomplete filling and the electric field change it.
